\section*{Perfect transmission through an ultrasoft impurity in a tight-binding chain}

\section*{Question}

I am working on an exercise about a single ultrasoft impurity in an infinite tight-binding chain. The chain has one orbital per site, hopping $-t$ between neighbours, and on-site energy zero. The impurity sits on site 0 and enters in two places, as an ultrasoft pseudopotential does: it adds $D$ to the Hamiltonian and $q$ to the overlap. I am told that it acts as a scatterer of strength $D-Eq$, and I have to compute the transmission and show that it is perfect at $E=D/q$.

I do not trust my attempts, for three reasons.

\begin{enumerate}
\item I rescaled the orbital on site 0 to get rid of the overlap. That gave an ordinary impurity with level $D/(1+q)$ and weakened bonds $t/\sqrt{1+q}$ to its neighbours. Both differ from the host, so why should anything pass without reflection?
\item With an overlap matrix present, I am not sure that $|\tau|^2$ is still the transmission, where $\tau$ is the transmitted amplitude. Does the factor $1+q$ enter the current?
\item If I take $D=1.2$ eV, $q=0.4$ and $t=1$ eV, then $D/q=3$ eV, but the band ends at 2 eV. What happens to the perfect transmission then?
\end{enumerate}

If the transmission really is perfect, does the electron notice the impurity at all?

\section*{Answer}

Your third point shows that the exercise needs a condition: $D/q$ has to lie inside the band. With that added, the claim is true. I use atomic units with $\hbar=1$ in the algebra, and eV and angstrom for numbers.

\subsection*{The equation to solve}

An ultrasoft pseudopotential with one projector $|\beta\rangle$ adds $D|\beta\rangle\langle\beta|$ to the Hamiltonian and $q|\beta\rangle\langle\beta|$ to the overlap operator. The number $q$ restores the norm that was lost, or removes the norm that was gained, when the true wave function near the atom was replaced by a smooth one. In your model the projector is the orbital on site 0:
\begin{equation}
H=H_0+D|0\rangle\langle 0|,\qquad S=1+q|0\rangle\langle 0|,\qquad H\psi=ES\psi .
\label{gen}
\end{equation}
Here $H_0$ is the clean chain with $t>0$, and $D$ and $q$ are real constants. The norm of a state is
\begin{equation}
\langle\psi|S|\psi\rangle=\sum_n|\psi_n|^2+q|\psi_0|^2 ,
\end{equation}
which is positive for every nonzero state if and only if $1+q>0$. I assume this. A negative $q$ is allowed as long as it stays above $-1$.

Moving the overlap term of the impurity to the left-hand side of (\ref{gen}) gives
\begin{equation}
\bigl[H_0+V(E)|0\rangle\langle0|\bigr]\psi=E\psi,\qquad V(E)=D-Eq .
\label{V}
\end{equation}
This is where the strength $D-Eq$ comes from. At a given energy, the impurity acts on the amplitudes $\psi_n$ like an ordinary on-site potential $V(E)$.

The energy in $V(E)$ is measured from the on-site level of the host. If you shift the zero of energy by $c$, a constant potential enters as $H\to H+cS$, not as $H+c$, because adding $c$ to every eigenvalue of $H\psi=ES\psi$ requires $cS$. The host level becomes $c$ and $D$ becomes $D+cq$. With $E\to E+c$, the strength becomes $D+cq-(E+c)q=D-Eq$, as before.

\subsection*{The scattering state}

Away from site 0, equation (\ref{V}) reads
\begin{equation}
-t(\psi_{n+1}+\psi_{n-1})=E\psi_n\qquad(n\neq0).
\end{equation}
Inserting $\psi_n=e^{in\theta}$ with $\theta=ka$, where $a$ is the lattice spacing, gives
\begin{equation}
E=-2t\cos\theta,\qquad 0<\theta<\pi .
\end{equation}
The group velocity is $dE/dk=2ta\sin\theta$. It is convenient to define the energy
\begin{equation}
w=2t\sin\theta=\sqrt{4t^2-E^2}>0 ,
\end{equation}
so that the velocity is $aw$. Since it is positive, $e^{in\theta}$ moves to the right and $e^{-in\theta}$ to the left.

For a wave arriving from the left,
\begin{equation}
\psi_n=\begin{cases}e^{in\theta}+r\,e^{-in\theta}, & n\le0,\\ \tau\,e^{in\theta}, & n\ge0.\end{cases}
\end{equation}
Both forms may be used at $n=0$, because the free equations at $n=-1$ and $n=1$ already contain $\psi_0$. Equating the two values there gives
\begin{equation}
1+r=\tau .
\label{match}
\end{equation}

The equation at site 0 is the one that contains the impurity:
\begin{equation}
-t(\psi_{-1}+\psi_1)+V\psi_0=E\psi_0 .
\label{site0}
\end{equation}
With $r=\tau-1$, the left neighbour has the amplitude
\begin{equation}
\psi_{-1}=e^{-i\theta}+(\tau-1)e^{i\theta}=\tau e^{i\theta}-2i\sin\theta ,
\end{equation}
and the right neighbour has $\psi_1=\tau e^{i\theta}$. Inserting these, $\psi_0=\tau$ and $E=-2t\cos\theta$ into (\ref{site0}) gives
\begin{equation}
-2t\tau e^{i\theta}+2it\sin\theta+V\tau=-2t\tau\cos\theta .
\end{equation}
Collect the terms in $\tau$ on the left. Since $-2te^{i\theta}+2t\cos\theta=-2it\sin\theta=-iw$,
\begin{equation}
\tau\,(V-iw)=-iw .
\end{equation}
Multiplying both sides by $i$ and dividing, then using (\ref{match}), we obtain
\begin{equation}
\tau=\frac{w}{w+iV},\qquad r=\tau-1=\frac{-iV}{w+iV}.
\label{amp}
\end{equation}

\subsection*{Does the overlap change the current?}

The overlap changes the charge stored on site 0, but not the current through a bond. To see this, start from the time-dependent equation $iS\,\partial_t\psi=H\psi$. At site 0 it reads
\begin{equation}
i(1+q)\,\partial_t\psi_0=-t(\psi_1+\psi_{-1})+D\psi_0 .
\end{equation}
Multiply by $-i\psi_0^*$ and take twice the real part. Because $2\,\mathrm{Re}(-iz)=2\,\mathrm{Im}\,z$, and because $D|\psi_0|^2$ is real and drops out,
\begin{equation}
(1+q)\frac{d|\psi_0|^2}{dt}=-2t\,\mathrm{Im}(\psi_0^*\psi_{-1})-2t\,\mathrm{Im}(\psi_0^*\psi_1).
\end{equation}
Define the current from site $n$ to site $n+1$ as
\begin{equation}
J_{n\to n+1}=2t\,\mathrm{Im}(\psi_n^*\psi_{n+1}).
\end{equation}
Exchanging the two factors inside the imaginary part changes its sign, so the first term is $+J_{-1\to0}$. The second is $-J_{0\to1}$, and therefore
\begin{equation}
(1+q)\frac{d|\psi_0|^2}{dt}=J_{-1\to0}-J_{0\to1}.
\label{cont}
\end{equation}
The factor $1+q$ multiplies the stored charge, and the bond currents have their usual form.

In a stationary state the left side of (\ref{cont}) vanishes, so the two currents are equal. On the right of the impurity, $J=2t|\tau|^2\sin\theta=w|\tau|^2$. On the left,
\begin{equation}
\psi_n^*\psi_{n+1}=e^{i\theta}+|r|^2e^{-i\theta}+\bigl[r\,e^{-i(2n+1)\theta}+\mathrm{c.c.}\bigr].
\end{equation}
The bracket is real and carries no current, which leaves $J=w(1-|r|^2)$. The incident wave alone carries $w$. The transmission is thus $T=|\tau|^2$, with $|r|^2+|\tau|^2=1$, and from (\ref{amp})
\begin{equation}
\boxed{\,T(E)=\frac{w^2}{w^2+(D-Eq)^2},\qquad w^2=4t^2-E^2,\quad |E|<2t.\,}
\label{T}
\end{equation}

\subsection*{Where the transmission is perfect}

Inside the band $w^2>0$, so (\ref{T}) gives $T=1$ if and only if $D-Eq=0$. For $q\neq0$ this happens at the single energy
\begin{equation}
E_0=\frac{D}{q},\qquad\text{provided}\quad \left|\frac{D}{q}\right|<2t .
\end{equation}

The result can also be seen without solving for any amplitude. At $E_0$,
\begin{equation}
H-E_0S=H_0-E_0+(D-E_0q)|0\rangle\langle0|=H_0-E_0 .
\end{equation}
The undisturbed Bloch wave of the clean chain therefore solves the full problem, with $\tau=1$ and $r=0$. This argument also holds for a projector spread over several sites, since the factor $D-E_0q$ multiplies the whole of $|\beta\rangle\langle\beta|$. The statement that no other energy is perfect was derived here for a projector on one site.

Close to the resonance $V=-q(E-E_0)$. To leading order in $E-E_0$, with $w_0$ the value of $w$ at $E_0$,
\begin{equation}
1-T=\frac{V^2}{w^2+V^2}\simeq\frac{q^2(E-E_0)^2}{w_0^2}.
\label{near}
\end{equation}
The width of the maximum is set by $w_0/|q|$, so at fixed $E_0$ a smaller $|q|$ gives a broader maximum. At fixed $D\neq0$, however, lowering $|q|$ moves $E_0$ toward the band edge, where $w_0$ vanishes. Then $w_0/|q|=\sqrt{4t^2q^2-D^2}/q^2$, which is largest at $|q|=|D|/(\sqrt2\,t)$ and shrinks to zero as $|q|$ falls to $|D|/2t$. The resonance leaves the band once $|q|\le|D|/2t$.

\subsection*{Your rescaled impurity}

Your transformation is correct, and it gives the same transmission. Let $\chi_0=\sqrt{1+q}\,\psi_0$. Dividing the site-0 equation of (\ref{gen}) by $\sqrt{1+q}$ gives
\begin{equation}
-\frac{t}{\sqrt{1+q}}(\psi_1+\psi_{-1})+\frac{D}{1+q}\,\chi_0=E\chi_0 ,
\label{orth}
\end{equation}
and the neighbours feel $t\psi_0=t\chi_0/\sqrt{1+q}$. These are your level and your bonds.

Two changes to a chain can cancel at one energy. To find it, multiply (\ref{orth}) by $\sqrt{1+q}$ and return to $\psi_0$:
\begin{equation}
-t(\psi_1+\psi_{-1})=(1+q)\left(E-\frac{D}{1+q}\right)\psi_0 .
\end{equation}
A host site would have $E\psi_0$ on the right. The impurity site behaves like a host site when
\begin{equation}
(1+q)\left(E-\frac{D}{1+q}\right)=E+(Eq-D)=E ,
\end{equation}
that is, when $E=D/q$. At that energy the shifted level and the altered bonds compensate each other.

\subsection*{Numbers for a resonance inside the band}

Take round model parameters: $t=1$ eV, $a=3$ angstrom, $D=0.2$ eV and $q=0.4$. The band runs from $-2$ to 2 eV, and
\begin{equation}
E_0=\frac{0.2}{0.4}\ \text{eV}=0.5\ \text{eV}\quad(0.0184\ \text{hartree}),
\end{equation}
which lies inside it. There $w_0=\sqrt{4-0.25}$ eV $=1.9365$ eV. In the rescaled picture the level is at 0.1429 eV and the two bonds are 0.8452 eV. The balance is $1.4\times(0.5-0.1429)$ eV $=0.5$ eV, as required.

At $E=-1$ eV, for comparison, $V=0.2+0.4=0.6$ eV and $w^2=4-1=3$ eV$^2$, so
\begin{equation}
T=\frac{3}{3+0.36}=0.893 .
\end{equation}
The table sets the ultrasoft impurity beside one with the same $D$ but $q=0$, whose strength does not depend on energy.

\begin{center}
\begin{tabular}{rrcc}
$E$ (eV) & $D-Eq$ (eV) & $T$, $q=0.4$ & $T$, $q=0$\\
\hline
$-1.5$ & $0.8$ & 0.732 & 0.978\\
$-1.0$ & $0.6$ & 0.893 & 0.987\\
$0.0$ & $0.2$ & 0.990 & 0.990\\
$0.5$ & $0.0$ & 1.000 & 0.989\\
$1.0$ & $-0.2$ & 0.987 & 0.987\\
$1.5$ & $-0.4$ & 0.916 & 0.978
\end{tabular}
\end{center}

The two columns agree at $E=0$, where $V=D$, and at $E=2D/q=1$ eV, where $V=-D$, since $T$ depends on $V^2$. Between these energies $|V|<|D|$ and the ultrasoft impurity transmits more. Outside them it transmits less. The overlap therefore does not make the impurity more transparent everywhere.

\subsection*{When $D/q$ lies outside the band}

For your values, $D/q=3$ eV, there is no travelling wave at the energy where $V$ vanishes, and $T<1$ throughout the band. The best transmission follows from minimizing $F=V^2/w^2$, because $T=1/(1+F)$. With $dV/dE=-q$ and $d(w^2)/dE=-2E$,
\begin{equation}
\frac{dF}{dE}=\frac{2V\,(EV-qw^2)}{w^4},
\end{equation}
and the bracket simplifies to
\begin{equation}
EV-qw^2=ED-E^2q-4t^2q+E^2q=ED-4t^2q .
\end{equation}
Since $V\neq0$ in the band, the stationary point is
\begin{equation}
E_*=\frac{4t^2q}{D},
\end{equation}
which lies inside the band when $|D|>2t|q|$. At both band edges $w\to0$ while $V$ tends to the nonzero values $D\mp2tq$, so $F$ grows without limit there. The single stationary point between them is therefore the minimum of $F$. At this point
\begin{equation}
V_*=\frac{D^2-4t^2q^2}{D},\qquad w_*^2=\frac{4t^2(D^2-4t^2q^2)}{D^2},
\end{equation}
and hence
\begin{equation}
T_{\max}=\frac{1}{1+V_*^2/w_*^2}=\frac{1}{1+D^2/4t^2-q^2}<1 .
\label{Tmax}
\end{equation}
For $D=1.2$ eV and $q=0.4$ this gives $E_*=1.6/1.2$ eV $=1.333$ eV and $T_{\max}=1/(1+0.36-0.16)=0.833$.

Setting $q=0$ in (\ref{Tmax}) gives the ordinary impurity, which transmits best at the band centre. For $D=0.2$ eV its maximum is $1/1.01=0.990$.

The borderline case $D/q=2t$ is special. There $V=q(2t-E)$ and $w^2=(2t-E)(2t+E)$. One factor $2t-E$ cancels in (\ref{T}):
\begin{equation}
T=\frac{2t+E}{2t+E+q^2(2t-E)} .
\end{equation}
This tends to 1 as $E\to2t$, but the value is not reached by a travelling wave, since the velocity vanishes at the edge. The case $D/q=-2t$ is the mirror image at the lower edge.

\subsection*{Does the electron notice the impurity?}

At $E_0$ the electron is not reflected, but it is delayed if $q>0$. From (\ref{amp}) the phase of $\tau$ is $\varphi=-\arctan(V/w)$. Its derivative is
\begin{equation}
\frac{d\varphi}{dE}=-\frac{wV'-Vw'}{w^2+V^2},
\end{equation}
where primes denote derivatives with respect to $E$. At $E_0$ we have $V=0$ and $V'=-q$, so
\begin{equation}
\left.\frac{d\varphi}{dE}\right|_{E_0}=\frac{q}{w_0}.
\end{equation}
The phase itself is zero there, but its slope is not.

A packet made of energies close to $E_0$ has components with phase $kx-Es+\varphi$, where $x=na$ and $s$ is the time. Its centre lies where this phase is stationary in $k$. Since $dE/dk=aw_0$,
\begin{equation}
x-aw_0s+aw_0\,\frac{q}{w_0}=0\quad\Longrightarrow\quad x=aw_0s-qa .
\end{equation}
To leading order in the momentum width, the transmitted packet trails a packet in the clean chain by $qa$. For $q<0$ it is ahead by $|q|a$.

The stored charge gives the same lag. At resonance $|\psi_0|^2=1$ for a current $w_0$, and site 0 holds the additional charge $q$. Supplying it takes the time $q/w_0$, during which a packet in the clean chain moves $aw_0\times q/w_0=qa$. As far as the delay and the stored charge at this energy are concerned, the site counts as $1+q$ host sites. It does not do so for the phase, which is the same as in the clean chain.

In the example the predicted lag is $0.4\times3$ angstrom $=1.2$ angstrom. A numerical check, which also solves (\ref{gen}) directly, propagated a packet with a density width of 25 sites and found 1.2004 angstrom. The small excess has the size expected from the finite momentum width. Let $\theta_0$ be the value of $\theta$ at $E_0$, so that $D=-2tq\cos\theta_0$ and $V/w=f=q(\cos\theta-\cos\theta_0)/\sin\theta$. A component at $\theta$ lags by
\[
a\,\frac{d\varphi}{d\theta}=qa\,\frac{1+(\cos\theta-\cos\theta_0)\cos\theta/\sin^2\theta}{1+f^2}.
\]
With $\delta=\theta-\theta_0$, the numerator is $1-\delta\cot\theta_0+(1+\tfrac32\cot^2\theta_0)\delta^2$ and $f^2\simeq q^2\delta^2$ to second order. The linear term averages to zero, so a packet with $\langle\delta^2\rangle=\sigma_\theta^2$ lags by about $qa\,[1+(1+\tfrac32\cot^2\theta_0-q^2)\sigma_\theta^2]$. Here $\cos\theta_0=-1/4$, so $\cot^2\theta_0=1/15$, and with $\sigma_\theta=0.02$ (found below) the correction relative to $qa$ is $0.94\times0.0004\approx3.8\times10^{-4}$, or about $4.5\times10^{-4}$ angstrom, the size of the observed excess. The estimate leaves out a term of order $\sigma_\theta^4$ that grows with the distance travelled: the impurity reflects the wings of the momentum distribution, which slightly raises the mean velocity of the transmitted part and shortens the lag.

That width also explains why the packet's transmitted norm was 0.999936 and not 1. Its standard deviation in $\theta$ is $\sigma_\theta=1/(2\times25)=0.02$, so its energy spread is about $w_0\sigma_\theta$. Equation (\ref{near}) then gives an average loss of $q^2\sigma_\theta^2=0.16\times0.0004=6.4\times10^{-5}$, in agreement with the propagation. Transmission is perfect for the single energy $D/q$, and a packet always contains its neighbours.

These results hold for one electron in one band, scattered elastically, with $D$ and $q$ independent of energy. In a self-consistent calculation $D$ depends on the electron density, and the screening potential also acts locally, so the converged $D$ alone does not locate the resonance. A potential $U$ on site 0 enters as $US$: it turns $D$ into $D'=D+qU$ and adds $U$ on the site, so $V=D'+U-Eq$ vanishes at $(D'+U)/q$, not at $D'/q$. For $U=0.1$ eV in the example these are 0.85 eV and 0.6 eV. A potential on the neighbouring sites breaks the identity $H-E_0S=H_0-E_0$, and perfect transmission need not survive: with $+0.4$ eV on one neighbour and $-0.4$ eV on the other, the largest $T$ in the band is 0.995.

\section*{Values computed for the example and the checks}
\begin{verbatim}
hopping t = 1.0 eV, spacing a = 3.0 angstrom
impurity D = 0.2 eV, q = 0.4 (no unit)
band from -2.0 to 2.0 eV
resonance D/q = 0.5000 eV = 0.018375 hartree
k a at resonance = 1.8235 rad
w at resonance = 1.9365 eV
T at resonance, direct solution = 1.0000000000
E (eV) | D-Eq (eV) | w (eV) | T ultrasoft | T fixed D, q=0
 -1.5 |  0.800 | 1.3229 | 0.732218 | 0.977654
 -1.0 |  0.600 | 1.7321 | 0.892857 | 0.986842
 -0.5 |  0.400 | 1.9365 | 0.959079 | 0.989446
  0.0 |  0.200 | 2.0000 | 0.990099 | 0.990099
  0.5 |  0.000 | 1.9365 | 1.000000 | 0.989446
  1.0 | -0.200 | 1.7321 | 0.986842 | 0.986842
  1.5 | -0.400 | 1.3229 | 0.916230 | 0.977654
best T for fixed D, q=0: 0.990099 at the band centre
orthonormalized level D/(1+q) = 0.1429 eV
orthonormalized hopping size t/sqrt(1+q) = 0.8452 eV
second impurity: D = 1.2 eV, q = 0.4, D/q = 3.00 eV (outside band)
  its largest T = 0.833333 at E = 1.3333 eV
phase slope at resonance = 0.20656 rad/eV, q/w = 0.20656 1/eV
packet width (density std) = 25 sites
packet at 0.5 eV: transmitted norm = 0.999936, averaged formula = 0.999936
packet at -1.0 eV: transmitted norm = 0.892702, averaged formula = 0.892702
packet lag = 1.2004 angstrom, predicted q a = 1.2000 angstrom
(J_in - J_out)/(d|psi_0|^2/dt) = 1.40001, 1+q = 1.40000 (no unit)
\end{verbatim}
